**Relativistic dipole polarizability of a hydrogenic core and helium Rydberg shifts**

The program tests α_d = (9/(2Z⁴))[1 − (28/27)(Zα)²] for a 1s ion of nuclear charge Z, where α is the fine-structure constant and the nucleus is an infinitely heavy point. It evaluates the perturbation integrals and asserts that they give −28/27. It then solves the Dirac response equations in the p1/2 and p3/2 channels for Z = 1, 2 and 10, and asserts that the coefficient differs from −28/27 by less than (Zα)². For the outer electron at distance x, it asserts the closed form of ⟨x⁻⁴⟩ against grid sums for n = 10 and L = 5 to 9. For L = 7 it compares the adiabatic energy and its first correction with a second-order calculation that lets the outer electron move. It also evaluates the commutator behind the orbit-orbit Breit term (α²/Z²)⟨x⁻⁴⟩ at a sample point. The output for n = 10, L = 7 shows a leading shift of −48.6459 MHz, a relativistic-core part of +10.7 kHz and a Breit part of +4.6 kHz. Recoil is not calculated; the printed mass ratio shows that it matters at the same level.

## Program and output

```python
"""
Result under test: a hydrogenic 1s ion of nuclear charge Z has the dipole
polarizability
    alpha_d = 9/(2 Z^4) * (1 - (28/27) (Z alpha)^2 + ...),
and a distant Rydberg electron at distance x from the core is shifted by
    -(alpha_d/2) <x^-4>,
whose relativistic part is +(7/3) (alpha^2/Z^2) <x^-4>.
The orbit-orbit Breit interaction adds +(alpha^2/Z^2) <x^-4>.
alpha: fine-structure constant; n, L: quantum numbers of the outer electron.
Hartree atomic units, infinitely heavy point nucleus.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh, solve_banded
from scipy.special import genlaguerre
from math import factorial

mp.mp.dps = 40
ALPHA = const.fine_structure
HARTREE_HZ = const.value("hartree-hertz relationship")

# ---------- perturbation theory for Z = 1 ----------
r = sp.symbols("r", positive=True)


def kinetic(radial, l):
    """p^2/2 acting on the radial factor of a state of angular momentum l."""
    return -(sp.diff(radial, r, 2) + 2 * sp.diff(radial, r) / r
             - l * (l + 1) * radial / r**2) / 2


def radial_integral(f):
    return sp.integrate(sp.expand(f), (r, 0, sp.oo))


ground = sp.exp(-r)                       # times 1/sqrt(pi)
response = -(r + r**2 / 2) * sp.exp(-r)   # times cos(theta)/sqrt(pi)
residual = kinetic(response, 1) + (sp.Rational(1, 2) - 1 / r) * response \
    + r * ground
assert sp.simplify(residual) == 0

pol_nonrel = -2 * radial_integral(4 * r**3 * ground * response) / 3
t_response = sp.expand(kinetic(response, 1))
piece_p4 = -radial_integral(4 * r**2 * t_response**2) / 6
response_norm = radial_integral(4 * r**2 * response**2) / 3
t_ground = sp.expand(kinetic(ground, 0))
# first-order relativistic energy: -p^4/8 plus the Darwin contact term
energy_rel = -radial_integral(4 * r**2 * t_ground**2) / 2 + sp.Rational(1, 2)
piece_norm = -energy_rel * response_norm
assert pol_nonrel == sp.Rational(9, 2)
assert energy_rel == -sp.Rational(1, 8)


def mean_1s(f):
    return mp.quad(lambda s: 4 * s**2 * mp.exp(-2 * s) * f(s),
                   [0, 1, 4, 12, 30, 70])


def u_bare(s):
    return 1 / (4 * s) - mp.log(s) / 2


u_const = -mean_1s(u_bare)
piece_state = -mp.mpf(2) / 3 * mean_1s(
    lambda s: (s**2 + s**3 / 2) * (u_bare(s) + u_const))
assert abs(piece_state - mp.mpf(35) / 16) < 1e-15

# projection of the relativistic response on 2s, from the operator itself
state_2s = (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(8)   # times 1/sqrt(pi)
t_2s = sp.expand(kinetic(state_2s, 0))
w_2s_1s = -radial_integral(4 * r**2 * t_2s * t_ground) / 2 \
    + 1 / (2 * sp.sqrt(8))
overlap_2s = mp.quad(
    lambda s: 4 * s**2 * (1 - s / 2) * mp.exp(-3 * s / 2) / mp.sqrt(8)
    * (u_bare(s) + u_const), [0, 1, 4, 12, 30, 90])
w_value = float(sp.N(w_2s_1s))
assert abs(w_value - float(-mp.mpf(3) / 8 * overlap_2s)) < 1e-12

# spin-orbit operator in the p shell and its mean in the state |m=0, up>
l_plus = np.diag([np.sqrt(2.0), np.sqrt(2.0)], 1)
l_z = np.diag([1.0, 0.0, -1.0])
s_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
s_z = np.diag([0.5, -0.5])
l_dot_s = np.kron(l_z, s_z) + 0.5 * (np.kron(l_plus, s_plus.T)
                                    + np.kron(l_plus.T, s_plus))
p0_up = np.kron([0.0, 1.0, 0.0], [1.0, 0.0])
spin_orbit_mean = p0_up @ l_dot_s @ p0_up
ls_values, ls_vectors = np.linalg.eigh(l_dot_s)
weights = (ls_vectors.T @ p0_up)**2
weight_half = weights[ls_values < -0.5].sum()
weight_three_half = weights[ls_values > 0].sum()
assert abs(spin_orbit_mean) < 1e-14
assert abs(weight_half - 1 / 3) < 1e-12

third_order = float(piece_p4) + float(piece_norm) + float(piece_state)
coefficient = -2 * third_order / float(pol_nonrel)
assert abs(coefficient + 28 / 27) < 1e-12


# ---------- independent road: Dirac response equations ----------
def overlap(f, g, shift, z):
    """Integral of f g r^shift; f, g are lists of (factor, power), each
    multiplied by exp(-z r)."""
    total = mp.mpf(0)
    for a, p in f:
        for b, q in g:
            if a != 0 and b != 0:
                e = p + q + shift + 1
                total += a * b * mp.gamma(e) / mp.mpf(2 * z)**e
    return total


def dirac_polarizability(z, nbas):
    c = 1 / mp.mpf(ALPHA)
    gam = mp.sqrt(1 - (z / c)**2)
    e0 = c**2 * (gam - 1)
    large0 = [(mp.mpf(1), gam)]
    small0 = [(c * (gam - 1) / z, gam)]
    norm = overlap(large0, large0, 0, z) + overlap(small0, small0, 0, z)
    result = mp.mpf(0)
    # angular weights: cos^2 average 1/3 shared between p1/2 and p3/2
    for kappa, w in ((1, mp.mpf(1) / 9), (-2, mp.mpf(2) / 9)):
        phi = [[(1, 2 + k)] for k in range(nbas)]
        chi = [[(2 + k + kappa, 1 + k), (-z, 2 + k)] for k in range(nbas)]
        mat = mp.matrix(2 * nbas, 2 * nbas)
        rhs = mp.matrix(2 * nbas, 1)
        for i in range(nbas):
            rhs[i] = overlap(phi[i], large0, 1, z)
            rhs[nbas + i] = overlap(chi[i], small0, 1, z)
            for j in range(nbas):
                chi_chi = overlap(chi[i], chi[j], 0, z)
                mat[i, j] = -z * overlap(phi[i], phi[j], -1, z) \
                    - e0 * overlap(phi[i], phi[j], 0, z)
                mat[nbas + i, nbas + j] = \
                    -z * overlap(chi[i], chi[j], -1, z) \
                    - (2 * c**2 + e0) * chi_chi
                mat[nbas + i, j] = c * chi_chi
                mat[j, nbas + i] = c * chi_chi
        sol = mp.lu_solve(mat, rhs)
        result += 2 * w * sum(rhs[i] * sol[i] for i in range(2 * nbas)) / norm
    return result


def dirac_coefficient(z, nbas):
    ratio = dirac_polarizability(z, nbas) * 2 * mp.mpf(z)**4 / 9
    return float((ratio - 1) / (z * mp.mpf(ALPHA))**2)


dirac_coef = {z: dirac_coefficient(z, 12) for z in (1, 2, 10)}
for z, value in dirac_coef.items():
    # the remainder must be of relative order (Z alpha)^2
    assert abs(value + 28 / 27) < (z * ALPHA)**2
basis_change = abs(dirac_coef[10] - dirac_coefficient(10, 8))
assert basis_change < 1e-3

# ---------- outer electron of helium ----------
Z = 2
N_OUT = 10
step = 0.02
x = step * np.arange(1, 25001)


def outer_state(n, l):
    rho = 2 * x / n
    u = np.exp((l + 1) * np.log(rho) - rho / 2) \
        * genlaguerre(n - l - 1, 2 * l + 1)(rho)
    return u / np.sqrt(step * np.sum(u**2))


def inverse_fourth(n, l):
    return (3 * n**2 - l * (l + 1)) / (
        2 * n**5 * (l - 0.5) * l * (l + 0.5) * (l + 1) * (l + 1.5))


for l in range(5, 10):
    direct = step * np.sum(outer_state(N_OUT, l)**2 / x**4)
    assert abs(direct / inverse_fourth(N_OUT, l) - 1) < 1e-6


# core p states in a small basis r^a exp(-Z r)
def power_integral(p):
    return factorial(p) / (2 * Z)**(p + 1)


powers = range(2, 6)
scale = np.array([1 / np.sqrt(power_integral(2 * a)) for a in powers])
s_mat = np.array([[power_integral(a + b) for b in powers] for a in powers])
h_mat = np.array([[0.5 * (a * b * power_integral(a + b - 2)
                          - Z * (a + b) * power_integral(a + b - 1)
                          + Z**2 * power_integral(a + b))
                   + power_integral(a + b - 2)
                   - Z * power_integral(a + b - 1)
                   for b in powers] for a in powers])
dip = np.array([2 * Z**1.5 * power_integral(a + 2) for a in powers]) * scale
levels, vecs = eigh(h_mat * np.outer(scale, scale),
                    s_mat * np.outer(scale, scale))
gaps = levels + Z**2 / 2
strength = (vecs.T @ dip)**2 / 3
pol_core = 2 * np.sum(strength / gaps)
beta_core = np.sum(strength / gaps**2)
assert abs(pol_core - 9 / (2 * Z**4)) < 1e-10
assert abs(beta_core - 43 / (8 * Z**6)) < 1e-10

# second-order energy with a moving outer electron, n = 10, L = 7
L_TEST = 7
u_out = outer_state(N_OUT, L_TEST)
source = u_out / x**2
second_order = 0.0
for l_new, share in ((L_TEST - 1, L_TEST / (2 * L_TEST + 1)),
                     (L_TEST + 1, (L_TEST + 1) / (2 * L_TEST + 1))):
    for gap, weight in zip(gaps, strength):
        band = np.zeros((3, x.size))
        band[0, 1:] = band[2, :-1] = -0.5 / step**2
        band[1] = 1 / step**2 + l_new * (l_new + 1) / (2 * x**2) - 1 / x \
            + gap + 0.5 / N_OUT**2
        y = solve_banded((1, 1), band, source)
        second_order -= share * weight * step * np.sum(source * y)
adiabatic = -0.5 * pol_core * inverse_fourth(N_OUT, L_TEST)
inverse_sixth = step * np.sum(u_out**2 / x**6)
lag_formula = 3 * beta_core * inverse_sixth
lag_direct = second_order - adiabatic
assert abs(second_order / adiabatic - 1) < 3e-3
# the remaining terms are suppressed by outer kinetic energy / core gap
assert abs(lag_direct / lag_formula - 1) < 0.1

# ---------- Breit orbit-orbit companion term ----------
# core sum over states of <0|z|k><k|p_z|0>/(E0-Ek) = -i * core_sum for Z = 1
core_sum = radial_integral(4 * r**2 * response * sp.diff(ground, r)) / 3
r2_third = radial_integral(4 * r**4 * ground**2) / 3
assert core_sum == r2_third == 1
X = sp.symbols("x1:4", real=True)
R = sp.sqrt(sum(q**2 for q in X))
trial = sp.exp(-X[0] / 3) * (X[1] + X[2]**2 + 2)


def breit_vector(j, f):
    """Outer-electron factor of the orbit-orbit operator, without alpha^2."""
    return sum(-sp.Rational(1, 2) * ((1 if j == k else 0) / R
               + X[j] * X[k] / R**3) * (-sp.I) * sp.diff(f, X[k])
               for k in range(3))


commutator = sum(breit_vector(j, X[j] / R**3 * trial)
                 - X[j] / R**3 * breit_vector(j, trial) for j in range(3))
point = {X[0]: 1.3, X[1]: 0.7, X[2]: -0.4}
breit_factor = complex(sp.N((sp.I * r2_third * commutator * R**4
                             / trial).subs(point)))
assert abs(breit_factor - 1) < 1e-10

# ---------- output ----------
x_rel = (Z * ALPHA)**2
pol_rel = 9 / (2 * Z**4) * (1 + coefficient * x_rel)
rel_factor = -0.5 * 9 / (2 * Z**4) * coefficient * x_rel
breit_energy_factor = breit_factor.real * ALPHA**2 / Z**2
assert abs(rel_factor - 7 * ALPHA**2 / (3 * Z**2)) < 1e-15
mass_ratio = const.m_e / const.value("alpha particle mass")

print(f"fine-structure constant alpha = {ALPHA:.10f}")
print("Third-order pieces for Z=1, in units of alpha^2 (a.u.):")
print(f"  p^4 in the field response     = {float(piece_p4):.6f}")
print(f"  minus E_W times its norm      = {float(piece_norm):.6f}")
print(f"  spin-orbit mean of L.S        = {abs(spin_orbit_mean):.6f}")
print(f"  changed 1s state              = {float(piece_state):.6f}")
print(f"  sum                           = {third_order:.6f}")
print(f"<2s|W|1s> for Z=1               = {w_value:.6f} alpha^2 a.u.")
print(f"derived coefficient of (Z alpha)^2 = {coefficient:.6f}")
for z, value in dirac_coef.items():
    print(f"  Dirac response, Z={z:2d}: coefficient = {value:.5f}")
print(f"  basis change at Z=10 (8 to 12 functions) = {basis_change:.1e}")
print(f"He+ polarizability, nonrelativistic = {9 / (2 * Z**4):.8f} a.u.")
print(f"He+ polarizability, with alpha^2    = {pol_rel:.8f} a.u.")
print(f"relative change of polarizability   = {coefficient * x_rel:.4e}")
print(f"electron/nucleus mass ratio, He     = {mass_ratio:.4e}")
print(f"Rydberg factor, relativistic core = {rel_factor:.5e} a.u.")
print(f"Rydberg factor, Breit orbit-orbit = {breit_energy_factor:.5e} a.u.")
print("Helium 1s nL, n=10: L, <x^-4> (a.u.), leading shift (MHz),")
print("  relativistic-core shift (kHz), Breit orbit-orbit shift (kHz)")
for l in range(5, 10):
    m4 = inverse_fourth(N_OUT, l)
    lead = -0.5 * 9 / (2 * Z**4) * m4 * HARTREE_HZ / 1e6
    rel = rel_factor * m4 * HARTREE_HZ / 1e3
    bre = breit_energy_factor * m4 * HARTREE_HZ / 1e3
    print(f"  {l}  {m4:.5e}  {lead:10.4f}  {rel:9.4f}  {bre:9.4f}")
print("Moving outer electron, n=10, L=7, dipole second order:")
print(f"  full / adiabatic energy       = {second_order / adiabatic:.6f}")
print(f"  non-adiabatic part, direct    = "
      f"{lag_direct * HARTREE_HZ / 1e3:.2f} kHz")
print(f"  non-adiabatic part, 3 beta <x^-6> = "
      f"{lag_formula * HARTREE_HZ / 1e3:.2f} kHz")
print("ALL CHECKS PASSED")
```

It prints:

```
fine-structure constant alpha = 0.0072973526
Third-order pieces for Z=1, in units of alpha^2 (a.u.):
  p^4 in the field response     = -0.526042
  minus E_W times its norm      = 0.671875
  spin-orbit mean of L.S        = 0.000000
  changed 1s state              = 2.187500
  sum                           = 2.333333
<2s|W|1s> for Z=1               = -0.072020 alpha^2 a.u.
derived coefficient of (Z alpha)^2 = -1.037037
  Dirac response, Z= 1: coefficient = -1.03703
  Dirac response, Z= 2: coefficient = -1.03701
  Dirac response, Z=10: coefficient = -1.03641
  basis change at Z=10 (8 to 12 functions) = 3.4e-06
He+ polarizability, nonrelativistic = 0.28125000 a.u.
He+ polarizability, with alpha^2    = 0.28118787 a.u.
relative change of polarizability   = -2.2089e-04
electron/nucleus mass ratio, He     = 1.3709e-04
Rydberg factor, relativistic core = 3.10633e-05 a.u.
Rydberg factor, Breit orbit-orbit = 1.33128e-05 a.u.
Helium 1s nL, n=10: L, <x^-4> (a.u.), leading shift (MHz),
  relativistic-core shift (kHz), Breit orbit-orbit shift (kHz)
  5  2.79720e-07   -258.8162    57.1711    24.5019
  6  1.14552e-07   -105.9914    23.4129    10.0341
  7  5.25749e-08    -48.6459    10.7456     4.6053
  8  2.61438e-08    -24.1900     5.3434     2.2900
  9  1.37599e-08    -12.7316     2.8123     1.2053
Moving outer electron, n=10, L=7, dipole second order:
  full / adiabatic energy       = 0.998765
  non-adiabatic part, direct    = 60.10 kHz
  non-adiabatic part, 3 beta <x^-6> = 61.27 kHz
ALL CHECKS PASSED
```
